Pressure in a misfitting sphere inside a matrix of equal stiffness

A sphere of radius R is cut out of an infinite elastic solid. While it is free, it is made to grow so that every length in it increases by the fraction ε. It is then squeezed, put back into its hole and bonded there. This is an idealised model for a region of a metal line into which extra atoms have been forced faster than the metal can creep: added atoms of the same metal change its natural size but hardly its stiffness.

The solid is linear and isotropic, with bulk modulus K and shear modulus G in both sphere and matrix. Strains are small, nothing yields or diffuses, and there is no load at infinity and no earlier stress. Tensile stress is positive, and pressure is minus the mean stress. The misfit ε is a linear strain; the free volume change is 3ε. Parts (a) to (d) treat the ideal problem, (e) to (g) relax its assumptions, and (h) puts in numbers for gold.

**(a) Find the general form of the radial displacement in each region.**

By symmetry the displacement is radial, u(r). A radial line element has strain u′, and a circle of radius r has its circumference stretched by u/r. The volume strain θ, and the difference s between radial and tangential strain, are

θ = u′ + 2u/r,  s = u′ − u/r.

Stress comes from elastic strain, which is total strain minus misfit. The misfit is a pure volume change, so it enters only the K term. Let η be the local misfit: ε in the sphere, zero in the matrix. The radial strain exceeds its mean θ/3 by 2s/3, and each tangential strain falls below it by s/3. Hooke's law therefore gives

σ_r = K(θ − 3η) + (4G/3)s,
σ_t = K(θ − 3η) − (2G/3)s.

Balance of forces on a small shell element requires

σ_r′ + 2(σ_r − σ_t)/r = 0.

Since σ_r − σ_t = 2Gs, this becomes

K(θ′ − 3η′) + (4G/3)(s′ + 3s/r) = 0.

The last bracket can be expressed through θ. Differentiation gives

θ′ = u″ + 2u′/r − 2u/r² = u″ + 2s/r,
s′ = u″ − u′/r + u/r² = u″ − s/r,

so s′ + 3s/r = u″ + 2s/r = θ′. Hence

(K + 4G/3)θ′ = 3Kη′.  (1)

Within each region η is constant, so θ is constant too. Call it 3a. Because r²θ = (r²u)′, integration gives r²u = ar³ + b, or

u = ar + b/r².

The first term is a uniform expansion. The second changes shape without changing volume.

**(b) Find the pressure in the sphere.**

At the centre u must stay finite, so b = 0 inside and u = cr. Far away, the term ar would carry the stress 3Ka; there is no load at infinity, so a = 0 outside. The bond makes u continuous at R, which fixes b = cR³:

u = cr inside,  u = cR³/r² outside.

Inside, θ = 3c and s = 0, so the stress is the same in all directions:

σ = 3K(c − ε).

Outside, u′ = −2cR³/r³ and u/r = cR³/r³. Then θ = 0 and s = −3cR³/r³, and

σ_r = −4Gc R³/r³,  σ_t = +2Gc R³/r³.

The radial stress must be continuous at r = R:

3K(c − ε) = −4Gc,
c(3K + 4G) = 3Kε,
c = 3Kε/(3K + 4G).

The pressure in the sphere is minus its stress, which by the matching condition equals 4Gc:

p = 12KGε/(3K + 4G).  (2)

For ε > 0 the sphere is compressed; for ε < 0 it is in tension of the same size. The radius does not appear, because the problem contains no other length.

Dividing numerator and denominator by 12KG gives another form:

p = ε / [1/(3K) + 1/(4G)].

The misfit is shared between two compliances in series: 1/(3K) for squeezing the sphere and 1/(4G) for widening the hole. The matrix resists through G alone, since it changes shape but not volume. If G → 0, the hole opens freely and p → 0. If G → ∞ at fixed K, the hole cannot open, c → 0 and p → 3Kε. If K → ∞ at fixed G, the sphere keeps its free size and p → 4Gε.

Equation (2) was tested by numerical minimisation of the elastic energy of a large ball of radius 50R, with its outer surface either free or clamped. For (K, G) = (173, 27), (10, 40) and (50, 5) GPa the largest relative difference from (2) was 6.4×10⁻⁵. A difference of this size is expected from the finite ball, as part (e) shows.

**(c) How severely is the matrix loaded, and how much energy is stored?**

Put 4Gc = p into the matrix stresses:

σ_r = −p(R/r)³,  σ_t = +(p/2)(R/r)³.

Their mean, (σ_r + 2σ_t)/3, is zero. The matrix is sheared but carries no pressure. With two equal principal stresses, the von Mises stress is the difference between the unequal ones:

σ_vM = |σ_r − σ_t| = (3/2)|p|(R/r)³.

It is largest at the interface. The sphere itself has no shear stress, so in this model yielding starts in the matrix next to the interface, when 3|p|/2 reaches the yield stress. Beyond that point (2) no longer applies.

The stored energy is half the integral of stress times elastic strain:

E = ½∫σ_ij(e_ij − ηδ_ij)dV.

The part with the total strain e_ij vanishes. It equals the work of the outer tractions on the outer displacements, and one or the other is zero on a free or clamped boundary; for the infinite solid, the product of traction and displacement falls as 1/r⁵, faster than the area grows. Only the misfit term remains. In the sphere σ_ii = −3p, so with V = 4πR³/3

E = (3/2)εpV = 2πR³εp.  (3)

The matrix holds the work done in opening the hole, ½p·4πR²·cR = 2πR³pc. Its share of the energy is therefore c/ε.

**(d) A blanket film on a thick substrate has the same misfit ε. Compare its stress with that of the sphere.**

The substrate blocks the in-plane expansion, so the in-plane elastic strain is −ε in both directions. Let z be the elastic strain along the normal. The elastic volume strain is z − 2ε, and the normal strain exceeds one third of this by 2(z + ε)/3. The top surface is free:

σ_zz = K(z − 2ε) + (4G/3)(z + ε) = 0,
z = (6K − 4G)ε/(3K + 4G).

The in-plane stress follows from its difference to σ_zz = 0:

σ_xx = 2G(−ε − z) = −2Gε(3K + 4G + 6K − 4G)/(3K + 4G) = −Mε,
M = 18KG/(3K + 4G).

M is the biaxial modulus of the film. Comparison with (2) gives

p = (2/3)Mε.

The film has two stresses −Mε and one zero, so its mean stress is −(2/3)Mε = −p. Film and sphere carry the same pressure. The reason is that they have the same total volume strain: in the film it is z + ε = 9Kε/(3K + 4G), which is 3c. The von Mises stress of the film is M|ε|, equal to the value 3|p|/2 at the interface of the sphere. A misfit large enough to make the film yield would thus also start yielding around the sphere, if both have the same yield stress.

**(e) The surroundings are uniform only out to a distance d from the centre. How far can the pressure change?**

First let the solid end at a free sphere of radius d. The infinite solution leaves the radial stress −pR³/d³ there. Add a uniform tension +pR³/d³ throughout. It is in equilibrium, and because sphere and matrix have equal moduli it strains both alike and keeps the bond intact. The surface is now free, and

p_free = p[1 − (R/d)³].

Next clamp the surface at d. The infinite solution has u(d) = cR³/d², which is cancelled by adding −cR³r/d³. This uniform contraction adds the pressure 3KcR³/d³. With c = p/(4G),

p_clamped = p[1 + (3K/4G)(R/d)³].

For the ball of radius 50R with K = 50 and G = 5 GPa, the clamped shift is 7.5/50³ = 6.0×10⁻⁵, close to the largest difference found in (b).

These two values bracket the mean pressure for any linear, initially unstressed surroundings beyond d whose outer boundary is free or fixed. The true displacement minimises the elastic energy. The part of that energy inside d cannot be less than the minimum for the free ball, and the part outside is not negative, so E ≥ E_free. On the other hand, the clamped solution inside d with zero displacement outside is an allowed trial, so E ≤ E_clamped. By (3), read with the mean pressure, E is proportional to that pressure at fixed ε > 0. Hence

p_free ≤ mean p ≤ p_clamped.

A nearby flat surface, which would be awkward to treat directly, is covered by this argument as long as the ball of radius d fits inside the metal.

**(f) The misfit varies smoothly with r. What is the local pressure, and how does it relax by diffusion?**

Equation (1) holds for varying η. Integrate it inward from infinity, where η and θ both vanish:

θ = 9Kη/(3K + 4G).

The local pressure is

p(r) = K(3η − θ) = 3Kη·4G/(3K + 4G) = 12KGη/(3K + 4G).

It has the form of (2), point by point. If the misfit comes from added atoms, the added volume fraction is f = 3η, and

p = Bf,  B = 4KG/(3K + 4G).

A numerical energy minimisation with a Gaussian misfit of width R agreed with this law between 0.1R and 3R to within 10⁻³ of the pressure given by (2) for its peak misfit.

An atom of volume Ω needs the work Ωp to make room for itself at pressure p, so it feels the force −Ω∇p. With atomic diffusivity D its drift velocity is (D/kT)(−Ω∇p), where k is Boltzmann's constant and T the temperature. All lattice atoms can move, so the volume carried per area and time is this same velocity. Conservation gives

∂f/∂t = (DΩ/kT)∇²p = D_f∇²f,  D_f = DBΩ/(kT).

The elastic pressure drives its own decay, on the time scale

τ ~ R²/D_f.

This assumes that atoms can join or leave the lattice everywhere, equally in all directions, and that no current drives them. It also assumes that the shear stress in the matrix, which holds the pressure up, does not creep away first. In a fine-grained metal the atoms move mainly along grain boundaries. An estimate for D is then the boundary diffusivity times boundary width over grain size, with a factor of order one left out.

**(g) The solid is a single cubic crystal. Find the pressure at the centre of the sphere.**

Let χ be one inside the sphere and zero outside. The misfit acts like an internal stress −3Kεχ, so equilibrium reads

C_ijkl ∂_j∂_l u_k = 3Kε ∂_iχ.

Take one plane-wave component of χ, with amplitude χ_q, wave number q and unit direction n. Define the matrix A_ik = C_ijkl n_j n_l. Each derivative brings a factor iq times a component of n, so

−q²A u = 3Kε iq n χ_q,
u = −(3iKε/q) A⁻¹n χ_q.

The volume strain of this component is iq n·u = 3Kε (n·A⁻¹n)χ_q. For a sphere χ_q does not depend on direction. Summing at the centre, where χ = 1, leaves the average over directions, written ⟨…⟩:

θ = 3Kε⟨n·A⁻¹n⟩.

Cubic symmetry makes the strain at the centre equal along all axes, so c = θ/3 and

p = 3K(ε − c) = 3Kε[1 − K⟨n·A⁻¹n⟩].

In the isotropic case A n = (K + 4G/3)n. The average is then 1/(K + 4G/3), and (2) returns.

**(h) Apply the results to a gold interconnect.**

Take a thick, fine-grained gold line with 0.15 % of extra atoms inside a sphere of radius 300 nm, and suppose that they were added faster than the metal can creep. Electromigration, the drift of atoms driven by current, also adds atoms, but much more slowly, as the end of this part shows. Then ε = 0.0015/3 = 5×10⁻⁴. As inputs, only roughly those of gold, take K = 173 GPa and G = 27 GPa. The results keep three figures so that small corrections can be compared; for real gold the third figure has no meaning. Then

p/ε = 12 × 173 × 27/(519 + 108) = 56052/627 = 89.4 GPa,
p = 89.4 GPa × 5×10⁻⁴ = 44.7 MPa.

The constrained strain is c = (519/627)ε = 0.828ε. The interface moves out by 0.124 nm, against 0.150 nm for a free sphere. Gold resists a change of volume much more than a change of shape, so the sphere keeps most of its growth and the matrix holds 83 % of the elastic energy of 2.37×10⁴ eV. At the interface the matrix carries −44.7 MPa radially and 22.3 MPa tangentially, a von Mises stress of 67.0 MPa.

Nearby surfaces matter little. With the closest one 1500 nm from the centre, (R/d)³ = 0.008, and the mean pressure lies between 44.3 and 46.4 MPa. For a single crystal, the assumed inputs C₁₁, C₁₂, C₄₄ = 192, 163, 42 GPa, again only roughly those of gold, give 45.1 MPa, 0.9 % above the isotropic value. This small difference also contains the choice of G = 27 GPa, so it does not measure anisotropy alone. At 350 K, a rough softening of both moduli by 1.5 % lowers p in the same proportion, to 44.0 MPa.

Heating on a substrate matters more. Suppose the line behaves as a blanket film, is free of stress at 300 K and expands by 1.1×10⁻⁵ per K more than its substrate. At 350 K its thermal misfit is 5.5×10⁻⁴, and with M = 134.1 GPa its in-plane stress is −73.8 MPa. In linear elasticity this is simply added. The misfit pressure stays the same, but the total pressure in the sphere rises by (2/3) × 73.8 = 49.2 MPa to about 94 MPa, more than double.

The combined shear is greatest on the equator of the sphere, where the interface normal lies in the film plane. The principal stresses there are

−44.7 − 73.8 = −118.5 MPa,
22.3 − 73.8 = −51.5 MPa,
22.3 MPa.

Their differences are 67.0, 73.8 and 140.8 MPa, and the von Mises stress is

√[(67.0² + 73.8² + 140.8²)/2] = 122 MPa.

This is below the rough yield stress of 200 MPa assumed for a fine-grained film. Without the film stress, yielding would begin at ε = 200 MPa/M = 1.5×10⁻³, three times the misfit used here. Softer, coarse-grained gold would yield earlier.

The elastic pressure also has a limited life. Consider first the spreading of the added atoms described in (f), with the matrix keeping its shear stress. Take a boundary diffusivity of 10⁻⁵ m²/s × exp(−0.90 eV/kT), a boundary width of 0.5 nm and grains of 50 nm. At 350 K the effective D is 1.1×10⁻²⁰ m²/s. With Ω = 0.017 nm³ and B = 29.8 GPa, the factor BΩ/(kT) is about 105, so D_f = 1.2×10⁻¹⁸ m²/s and

τ ~ (3×10⁻⁷ m)²/(1.2×10⁻¹⁸ m²/s) ≈ 8×10⁴ s,

or about a day; the mean pressure in the sphere has already halved after about τ/10. At 300 K τ is about 10⁷ s, roughly four months. These are scales only: an error of 0.1 eV in the activation energy changes the time at 350 K by a factor exp(0.1/0.030), close to 30.

In so fine-grained a line, creep is faster. Atoms need only move around single grains, of size g = 50 nm, to relax the shear stress of the matrix. The sphere then expands and its pressure falls, as in the limit G → 0 of (b). Creep removes shear but not volume, so the pressure goes to zero only if the surroundings are unlimited or free. With a clamped boundary at d, the limit G → 0 of p_clamped in (e) leaves 3Kε(R/d)³. This is 2.1 MPa for d = 5R but 77 MPa for d = 1.5R. The usual estimate for this boundary (Coble) creep is a strain rate of about 47ΩDσ/(kTg²) under a uniaxial stress σ, with the effective D used above. It gives a life of the order of 20 s at 350 K and an hour at 300 K, far shorter than τ. These times carry the same uncertainty in D as τ does, but their ratio to τ does not depend on D. The thermal film stress creeps away in the same manner, so the combined stresses above apply only shortly after loading. Larger grains or blocked boundaries slow this creep.

Beside a real gold line, a thickness of a few micrometres and stresses of tens to hundreds of MPa are reasonable. The sphere and the equal growth in all directions are idealisations, since real deposits follow the grain boundaries and the path of the current. For the numbers used here, surfaces and softening move the result by a few per cent, whereas thermal film stress doubles the total pressure and diffusion can remove nearly all of the misfit pressure. Equation (2) therefore describes the misfit's own contribution before yielding, and only for times short compared with both τ and the creep time. In a line whose metal is free to flow away, a deposit that builds up more slowly than the matrix creeps does not reach this pressure. In a line tightly enclosed by a stiff coating, the pressure is held by the coating rather than by the shear of the metal; creep does not remove it, and (2) does not give its size.

Electromigration in this line is such a case. The current pushes each atom with a force F equal to its effective charge times resistivity times current density. Take 5 to 10 electron charges, 3×10⁻⁸ Ωm and 10¹⁰ A/m² as rough values. At 350 K the drift velocity DF/(kT) is then about 0.5 to 1×10⁻¹⁵ m/s. Even if every atom that drifted into the cross-section of the sphere stayed there, adding 0.15 % would take one to two weeks, against a creep life of about 20 s. The 44.7 MPa is therefore the pressure of a sudden deposit, not a prediction for electromigration in this line. This does not mean that electromigration leaves a line unstressed. Where the metal is confined, pressure can build until the force Ω∇p of (f) balances F, a gradient F/Ω of about 14 to 28 MPa per µm with these values. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
bulk modulus K (rough, gold)           173 GPa
shear modulus G (rough, gold)          27 GPa
added atom fraction f                  0.15 %
linear misfit eps                      5.0e-04
sphere radius R                        300 nm
centre to nearest surface d            1500 nm
p/eps = 12KG/(3K+4G)                   89.40 GPa
pressure p                             44.7 MPa
largest relative error, elements       6.4e-05
constrained strain c                   4.139e-04
c/eps                                  0.8278
interface displacement cR              0.1242 nm
free displacement eps R                0.1500 nm
matrix radial stress at R              -44.7 MPa
matrix tangential stress at R          22.3 MPa
matrix von Mises stress at R           67.0 MPa
elastic energy, formula                2.366e+04 eV
elastic energy, elements               2.366e+04 eV
biaxial film modulus M                 134.1 GPa
modulus B = p/f                        29.80 GPa
(R/d)^3                                0.0080
p, free outer sphere at d              44.3 MPa
p, clamped outer sphere at d           46.4 MPa
rough C11, C12, C44                    192, 163, 42 GPa
p in a single crystal                  45.1 MPa
single crystal against isotropic       +0.9 %
room temperature, temperature of use   300, 350 K
rough softening of K and G             3e-04 per K
p with softened moduli                 44.0 MPa
rough expansion gap to substrate       1.1e-05 per K
film stress from heating               -73.8 MPa
largest von Mises stress with film     122.0 MPa
rough yield stress                     200 MPa
misfit at first yield, no film stress  1.49e-03
rough boundary D0 and Q                1e-05 m2/s, 0.90 eV
rough boundary width, grain size       0.5, 50 nm
rough atomic volume                    0.017 nm3
effective atomic D at 300 K            7.6e-23 m2/s
diffusivity of f at 300 K              9.3e-21 m2/s
relaxation time scale at 300 K         9.7e+06 s
effective atomic D at 350 K            1.1e-20 m2/s
diffusivity of f at 350 K              1.2e-18 m2/s
relaxation time scale at 350 K         7.8e+04 s
```
